# The Teter-Payne-Allan preconditioner: its two limits and cutoff-independent conditioning

## Definitions and conventions

Hartree atomic units are used. A state is expanded in plane waves labelled by $G$, with kinetic energies

$$T_G=\tfrac12|k+G|^2\le E_{\rm cut}.$$

The Hamiltonian in this finite basis is $H=T+V$, with eigenvalues $\varepsilon_1<\varepsilon_2\le\dots\le\varepsilon_{\max}$ and normalized lowest state $\psi_1$. Write

$$A=H-\varepsilon_1,\qquad g=\varepsilon_2-\varepsilon_1,\qquad T_0=\langle\psi_1|T|\psi_1\rangle,\qquad x=T/T_0 .$$

The operator $x$ is diagonal in $G$; the same letter denotes its values $T_G/T_0$. The Teter-Payne-Allan preconditioner is the diagonal operator $K(x)$ with

$$K(x)=\frac{N(x)}{N(x)+16x^4},\qquad N(x)=27+18x+12x^2+8x^3 .$$

It multiplies the residual $(H-E)\psi$ before the residual is used as a search direction.

The operator $KA$ has one zero eigenvalue, belonging to $\psi_1$. Its other eigenvalues are positive, as shown below; let $\mu_2$ be the smallest of them and $\mu_{\max}$ the largest. The effective condition number is

$$\kappa=\mu_{\max}/\mu_2 .$$

Without preconditioning, $K$ is replaced by 1 and the ratio is $\kappa_0=(\varepsilon_{\max}-\varepsilon_1)/g$.

**Assumptions.** The potential is bounded: $V_{\min}\langle u|u\rangle\le\langle u|V|u\rangle\le V_{\max}\langle u|u\rangle$, with constants that do not depend on the cutoff. In the limit of infinite cutoff the lowest state is non-degenerate and has $T_0>0$. The cutoff is large enough that $g>0$ and $T_0>0$ hold in the finite basis too.

## Theorem

(a) At small $x$, $K=1-\frac{16}{27}x^4+O(x^5)$.

(b) For every $x\ge0$,

$$\frac1{K(x)}=2(x-1)+\frac{81}{N(x)},$$

so that $K\to 1/[2(x-1)]$ at large $x$, with a relative error of order $x^{-4}$.

(c) With $w=\varepsilon_1-V_{\min}$ and $(a)_+=\max(a,0)$,

$$\kappa\le\Big[T_0+(V_{\max}-\varepsilon_1)_+\Big]\left[\frac1g+\frac2{T_0}\Big(1+\frac wg\Big)\right],$$

and the right side stays bounded as $E_{\rm cut}\to\infty$, whereas $\kappa_0$ grows linearly with the largest kinetic energy.

"Independent of cutoff" therefore means that $\kappa$ is bounded uniformly in the cutoff. It does not mean that $\kappa$ is close to 1: the gap and the potential still enter.

## Proof of (a): small $x$

Subtracting $K$ from 1 gives

$$1-K=\frac{16x^4}{N+16x^4}.$$

The denominator is $27\left[1+\frac23x+O(x^2)\right]$, whose inverse is $\frac1{27}\left[1-\frac23x+O(x^2)\right]$. Hence

$$1-K=\frac{16}{27}x^4-\frac{32}{81}x^5+O(x^6).$$

The first three derivatives of $K$ vanish at $x=0$. Components with kinetic energy well below $T_0$ pass almost unchanged. This is a cautious choice: for them $T$ does not dominate $H$, and a function of $T$ alone cannot be expected to imitate the inverse of $H-\varepsilon_1$.

## Proof of (b): large $x$

Put $z=2x/3$. Then $18x=27z$, $12x^2=27z^2$, $8x^3=27z^3$ and $16x^4=81z^4$, so

$$N=27S,\qquad S=1+z+z^2+z^3,\qquad \frac1K=1+\frac{81z^4}{27S}=1+\frac{3z^4}{S}.$$

The geometric sum obeys $(1-z)S=1-z^4$, that is, $z^4=1-(1-z)S$. Inserting this,

$$\frac1K=1+\frac3S-3(1-z)=3z-2+\frac3S .$$

Since $3z=2x$ and $3/S=81/N$, this is the identity in (b). At large $x$ the remainder $81/N$ tends to $81/(8x^3)$. Relative to $2(x-1)$ it is $81/(16x^4)$ to leading order, which is the stated error.

The form $1/[2(x-1)]$ is meant for large $x$ only. It diverges at $x=1$, where the preconditioner itself is smooth and equals $65/81\approx0.80$. At $x=2$ it gives 0.500 against the true 0.406; at $x=10$ it gives 0.05556 against 0.05553. The cruder form $1/(2x)$ gives 0.0500 there, about 10% below the true value.

**Remark: meaning of the $-1$.** Replace $V$ by the number $v=\langle\psi_1|V|\psi_1\rangle$. Because $\varepsilon_1=T_0+v$, the operator $H-\varepsilon_1$ becomes $T-T_0=T_0(x-1)$. At large $x$ the preconditioner is thus $T_0/2$ times the inverse of this simplified operator. For a local potential, the diagonal element of $V$ on a plane wave is the cell average $\bar V$, not $v$, so the replacement is itself in error by a relative amount of order $1/x$. The $-1$ is a correction of the same order, and part (c) does not depend on it.

## Three inequalities for $K$

**Lemma 1.** For $x\ge0$,

$$\frac1K\ge1,\qquad \frac1K\ge x,\qquad \frac1K\le1+2x .$$

*Proof.* The first follows from $1/K=1+16x^4/N$. The third follows from the same formula: for $x>0$, $N\ge8x^3$ gives $16x^4/N\le2x$, and at $x=0$ both sides equal 1. For the second, multiply by $N>0$; the claim becomes $N+16x^4-xN\ge0$. Collecting powers,

$$N+16x^4-xN=8x^4-4x^3-6x^2-9x+27 .$$

The right side can be written as

$$x^2(2x-1)^2+4(x^2-1)^2+\left(x-\tfrac92\right)^2+\tfrac{11}4 .$$

To confirm this, expand the terms: $4x^4-4x^3+x^2$, then $4x^4-8x^2+4$, then $x^2-9x+\frac{81}4+\frac{11}4=x^2-9x+23$. Their sum is the quartic above, and it is positive. $\square$

## Why $\kappa$ controls convergence

**Lemma 2.** Near convergence, one step of optimal preconditioned descent multiplies the energy error by at most

$$\left(\frac{\kappa-1}{\kappa+1}\right)^2,$$

up to corrections that vanish as the trial state approaches $\psi_1$.

*Proof.* Scale the trial state so that $\psi=\psi_1+\delta$ with $\delta\perp\psi_1$. Since $A\psi_1=0$, its energy $E$ obeys

$$E-\varepsilon_1=\frac{\langle\psi|A|\psi\rangle}{\langle\psi|\psi\rangle}=\frac{\langle\delta|A|\delta\rangle}{1+\langle\delta|\delta\rangle}.$$

This is of second order in $\delta$, so the residual is

$$(H-E)\psi=A\delta-(E-\varepsilon_1)\psi=A\delta+O(\delta^2).$$

A step of length $t$ along the preconditioned residual changes $\psi$ into $\psi_1+\delta-tKA\delta+O(\delta^2)$. The part of $KA\delta$ along $\psi_1$ changes the coefficient of $\psi_1$ by a first-order amount; rescaling that coefficient to 1 alters the new $\delta$ only at second order. With $P$ the projector orthogonal to $\psi_1$,

$$\delta'=P(\delta-tKA\delta)+O(\delta^2).$$

Apply $A^{1/2}$, which exists because $A$ has no negative eigenvalue, and use $A^{1/2}P=A^{1/2}$. With $y=A^{1/2}\delta$,

$$y'=(1-tA^{1/2}KA^{1/2})\,y+O(\delta^2).$$

The products $A^{1/2}\,(KA^{1/2})$ and $(KA^{1/2})\,A^{1/2}=KA$ have the same eigenvalues. As $K$ is positive, $A^{1/2}KA^{1/2}$ is Hermitian, non-negative, and has only multiples of $\psi_1$ as null vectors. On the space orthogonal to $\psi_1$, which contains $y$, its eigenvalues therefore run from $\mu_2>0$ to $\mu_{\max}$. Choose $t=2/(\mu_{\max}+\mu_2)$. The factor $1-t\mu$ is linear in $\mu$ and equals $\pm(\mu_{\max}-\mu_2)/(\mu_{\max}+\mu_2)$ at the two ends, so $|1-t\mu|\le(\kappa-1)/(\kappa+1)$ in between. The energy error is $\langle y|y\rangle$ to leading order, which gives the square. The step that minimizes the energy does at least as well as this choice of $t$. $\square$

## Proof of (c)

**Without preconditioning.** For a local potential, the diagonal element of $H$ on the plane wave of largest kinetic energy is $T_{\max}+\bar V$. The largest eigenvalue is not below any diagonal element, so

$$\kappa_0\ge\frac{T_{\max}+\bar V-\varepsilon_1}{g}.$$

Also $\varepsilon_{\max}\le T_{\max}+V_{\max}$, so the growth is linear from both sides. For a bounded non-local $V$, replace $\bar V$ by the corresponding diagonal element, which is also bounded.

**A quotient for the eigenvalues.** $KA$ is similar to the Hermitian operator $M=K^{1/2}AK^{1/2}$, because $K^{-1/2}(KA)K^{1/2}=M$. Setting $v=K^{-1/2}u$,

$$\frac{\langle v|M|v\rangle}{\langle v|v\rangle}=\frac ab,\qquad a=\langle u|A|u\rangle,\quad b=\langle u|K^{-1}|u\rangle .$$

Let also $n=\langle u|u\rangle$.

**Upper edge.** Write $A=T_0x+V-\varepsilon_1$. Lemma 1 gives $\langle u|x|u\rangle\le b$ and $n\le b$. Hence

$$a\le T_0\langle u|x|u\rangle+(V_{\max}-\varepsilon_1)_+\,n\le\left[T_0+(V_{\max}-\varepsilon_1)_+\right]b ,$$

and $\mu_{\max}$, the maximum of $a/b$, does not exceed the bracket.

**Lower edge.** By the max-min principle, the second-lowest eigenvalue of $M$ is the largest value that the minimum of $a/b$ can take when $u$ is subject to one linear condition. Any particular condition gives a lower bound on $\mu_2$; take $u\perp\psi_1$. Then $a\ge gn$, or $n\le a/g$. Moreover,

$$T_0\langle u|x|u\rangle=a+\varepsilon_1n-\langle u|V|u\rangle\le a+wn\le a\left(1+\frac wg\right).$$

The last step needs $w\ge0$, which holds because $\varepsilon_1=T_0+\langle\psi_1|V|\psi_1\rangle\ge V_{\min}$. The third inequality of Lemma 1 now gives

$$b\le n+2\langle u|x|u\rangle\le a\left[\frac1g+\frac2{T_0}\left(1+\frac wg\right)\right].$$

So $1/\mu_2$ is at most the last bracket. Multiplying the bounds on $\mu_{\max}$ and $1/\mu_2$ proves the inequality in (c).

**Uniformity.** Let a superscript $\infty$ mark the limit of infinite cutoff. Enlarging the basis can only lower $\varepsilon_1$ and $\varepsilon_2$. They converge to $\varepsilon_1^\infty$ and $\varepsilon_2^\infty$, because the limiting states have finite kinetic energy and $V$ is bounded, so truncating those states at a high cutoff changes their energies by a vanishing amount. Thus $g\to g^\infty>0$. Expanding $\psi_1$ in the limiting eigenstates gives

$$\varepsilon_1-\varepsilon_1^\infty\ge g^\infty\left(1-|\langle\psi_1^\infty|\psi_1\rangle|^2\right),$$

so $\psi_1$ converges to $\psi_1^\infty$ up to a phase. As $V$ is bounded, $\langle\psi_1|V|\psi_1\rangle$ converges, and with it $T_0=\varepsilon_1-\langle\psi_1|V|\psi_1\rangle$. Every quantity in the bound has a finite limit, and the denominators $g$ and $T_0$ have positive ones. $\square$

## Remarks on cause and on failure

**The tail is what matters.** The proof of (c) uses $K$ only through Lemma 1. The function $1/(1+2x)$ satisfies the same three inequalities and has the same bound, although it starts as $1-2x$. The flat start in (a) is therefore not what makes the conditioning independent of cutoff.

**Other powers fail.** Let a positive preconditioner with values at most 1 fall as $x^{-p}$. On a plane wave near the cutoff, the diagonal element of $M$ is then proportional to $x^{-p}\,T_0x=T_0x^{1-p}$ to leading order.

- For $p<1$ this element grows, and $\mu_{\max}$ is at least as large. Meanwhile $\mu_2\le g$: on the span of $\psi_1$ and $\psi_2$ one has $a\le gn\le gb$, and the min-max principle applies. So $\kappa$ grows at least as $E_{\rm cut}^{1-p}$ in the limit of large cutoff. For $p$ close to 1 the growth shows only once this element exceeds the largest eigenvalue set by the low-energy plane waves: in the example below, $K^{0.8}$ gives the same $\kappa$ at 640 and at 2560 hartree.
- For $p>1$, apply the min-max principle to the span of two plane waves near the cutoff. It shows that $\mu_2$ falls at least as fast as $E_{\rm cut}^{1-p}$, while $\mu_{\max}$ stays above the diagonal element of some fixed plane wave with $T_G+\bar V>\varepsilon_1$. So $\kappa$ grows at least as $E_{\rm cut}^{p-1}$.

Among power-law tails, $p=1$ is the one that works. For the Teter-Payne-Allan form the diagonal elements at high $G$ tend to $T_0/2$.

**The reference energy must not follow the cutoff.** If $T_0$ in $x$ were replaced by a scale proportional to $E_{\rm cut}$, then $x$ would stay bounded over the whole basis and $K$ would stay above a positive constant. The case $p=0$ would return, with $\kappa$ growing linearly.

**Other limits.** The bound diverges when $g\to0$ at fixed $T_0$. With $c=(V_{\max}-\varepsilon_1)_+$ it equals $(T_0+c)/g+2(1+c/T_0)(1+w/g)$, so at fixed $g$ and bounded $w$ it diverges as $T_0\to0$ only if $c/T_0\to\infty$. For a free electron, $V=0$ gives $\varepsilon_1=T_0$, $c=0$ and $w=T_0$, and the bound $2+3T_0/g$ stays finite as $k\to0$. At $k=0$ itself the lowest state is a constant, $T_0=0$, and $x$ is undefined. A diverging bound does not imply a diverging $\kappa$: for the cosine potential of the example below at $k=0$, lowering $D$ from 0.1 to 0.003 hartree raises the bound from about 21 to about 270, while $\kappa$ goes from 3.8 to 3.0. An unbounded potential is outside the theorem, and so are higher bands, for which the lower states must be projected out.

## Worked example

Take one electron in a one-dimensional periodic cell at $k=0$, with $V(r)=-D\cos(2\pi r/L)$, $L=10$ bohr and $D=1$ hartree. Here $\bar V=0$, $V_{\max}=1$ and $V_{\min}=-1$ hartree. At a cutoff of 2560 hartree, diagonalization gives

$$\varepsilon_1=-0.6987,\qquad g=0.5743,\qquad T_0=0.1438\ \text{hartree}.$$

The upper edge is bounded by $0.1438+1+0.6987=1.8425$ hartree. For the lower edge, $w=-0.6987+1=0.3013$ hartree and $w/g=0.5245$, so

$$\frac1{\mu_2}\le\frac1{0.5743}+\frac{2}{0.1438}\times1.5245=1.741+21.20=22.94\ \text{hartree}^{-1}.$$

Hence $\kappa\le1.8425\times22.94\approx42.3$. The computed edges are $\mu_{\max}=1.2008$ and $\mu_2=0.0696$ hartree, so $\kappa=17.3$, well inside the bound.

| Cutoff (hartree) | $\kappa_0$ | $\kappa$ | Steps without $K$ | Steps with $K$ |
|---|---|---|---|---|
| 10 | 18.2 | 17.2 | 41 | 45 |
| 40 | 68.7 | 17.3 | 209 | 55 |
| 160 | 271 | 17.3 | 906 | 67 |
| 640 | 1079 | 17.3 | 3374 | 51 |

The steps are those of optimal descent to an energy error of $10^{-9}$ hartree, from a start with random noise in all plane waves. Each row uses a single such start, and the counts depend on it. At the lowest cutoff the two condition numbers are nearly equal and the two counts are of similar size; their order in the table belongs to this one start, and for most other random starts the preconditioned run is the shorter one. The large advantage appears as the cutoff rises. The preconditioned counts lie between 45 and 67 and do not grow steadily with the cutoff; a change of random start at fixed cutoff shifts them by a comparable amount. At 640 hartree the mean late error factor per step is 0.737 with $K$, below the limit $(16.264/18.264)^2=0.793$ of Lemma 2; without $K$ it is 0.9948, below 0.9963.

The median eigenvalue of $KA$ at 2560 hartree is 0.0720 hartree, against $T_0/2=0.0719$ hartree, so the spectrum does gather at the predicted value. The smallest non-zero eigenvalue lies slightly below it.

Altered preconditioners test the role of the tail. Between 640 and 2560 hartree the highest plane-wave index rises from 56 to 113, so $T_{\max}$ grows by $(113/56)^2=4.07$. With $K^{1/2}$, where $p=\frac12$, $\kappa$ grows by 2.02, the square root of that factor. With $K^2$, where $p=2$, it grows by 4.08. With $1/(1+2x)$ it stays at 14.9, which is lower than the 17.3 of the Teter-Payne-Allan form. At this depth, $D=1$ hartree, the flat start therefore does not improve the condition number; the comparison is specific to this potential and is not a general ranking of the two forms.

The numerical check also tests both edge bounds for $D=0.2$ and $D=5$ hartree.

## Computed results

```
Small-x coefficients of 1-K: x^4: 16/27  x^5: -32/81
Limit of x^3 [1/K - 2(x-1)] at large x: 81/8
Largest value of x K(x): 0.8593 at x = 1.401
x, K, 1-(16/27)x^4 (dimensionless):
   0.1  0.999945  0.999941
   0.2  0.999179  0.999052
   0.5  0.975610  0.962963
   1.0  0.802469  0.407407
x, K, 1/(2(x-1)), 1/(2x) (dimensionless):
   2.0  0.406032  0.500000  0.250000
   5.0  0.124113  0.125000  0.100000
  10.0  0.055529  0.055556  0.050000
  20.0  0.026315  0.026316  0.025000
Cell length 10.0 bohr, potential amplitude 1.0 hartree
cutoff/hartree, plane waves, kappa without K, kappa with K:
     10    15      18.22   17.245
     40    29      68.66   17.264
    160    57     270.71   17.264
    640   113    1079.04   17.264
   2560   227    4389.77   17.264
At the largest cutoff, in hartree:
  e1 = -0.698742, gap = 0.574336, T0 = 0.143803
  smallest non-zero mu = 0.06956, analytic lower bound = 0.04358
  largest mu = 1.20082, analytic upper bound = 1.84254
  median mu = 0.07197, T0/2 = 0.07190
Analytic bound on kappa with K: 42.28
kappa for altered preconditioners at cutoffs 640 and 2560 hartree:
  sqrt(K)        24.88      50.16  ratio 2.016
  K^2        119635.29  487702.16  ratio 4.077
  1/(1+2x)       14.86      14.86  ratio 1.000
Descent to an energy error of 1e-9 hartree:
cutoff/hartree, steps without K, steps with K,
  error factor per step without K (limit), with K (limit):
    10     41   45  0.62003 (0.80275)  0.6976 (0.7928)
    40    209   55  0.91755 (0.94340)  0.7251 (0.7930)
   160    906   67  0.98155 (0.98533)  0.7709 (0.7930)
   640   3374   51  0.99480 (0.99630)  0.7369 (0.7930)
```
